# Surface segregation during growth: the two-layer exchange model between freezing and equilibrium

**What dimensions and symmetry fix**

A crystal of B atoms containing A atoms grows layer by layer. The surface layer has A fraction $s$, and the layer beneath it has A fraction $b$. An A atom below changes places with a B atom above at rate $k_1$; the reverse swap has rate $k_2$. The two layers exchange for a time $\tau$, starting from $s_0$ and $b_0$. The quantity sought is the gain of the surface, $\Delta=s(\tau)-s_0$.

Since $\Delta$ is dimensionless, the rates can enter only through $k_1\tau$ and $k_2\tau$. There are also two symmetries. Renaming the layers means $s_0\leftrightarrow b_0$, $k_1\leftrightarrow k_2$; renaming the species means $s_0\to1-s_0$, $b_0\to1-b_0$, $k_1\leftrightarrow k_2$. Each reverses the sign of $\Delta$, and each reverses the sign of the initial net flow
$$J_0=k_1b_0(1-s_0)-k_2s_0(1-b_0).$$
For $J_0\ne0$ one may therefore write $\Delta=J_0\tau\,\Phi$, where $\Phi$ is dimensionless, unchanged by both renamings, and tends to 1 for short times. The theorem determines $\Phi$.

**Assumptions**

1. Lateral mixing within each layer is fast enough for a mean-field description. The A–A interaction energy is neglected.
2. Only the top two layers exchange. When a new layer covers them, the lower one is frozen. Nothing desorbs.
3. Each layer arrives with a given composition and is exposed for the same time $\tau$. Regular step flow realizes this: successive steps pass a given site at intervals $\tau$.
4. The rates are $k_1=\nu e^{-E_1/k_BT}$ and $k_2=\nu e^{-E_2/k_BT}$, with $E_1>0$ and segregation energy $E_s=E_2-E_1>0$. Hence $k_1/k_2=e^{E_s/k_BT}$, as detailed balance requires.

A swap upward needs A below and B above, so
$$\frac{ds}{dt}=k_1b(1-s)-k_2s(1-b),\qquad s+b=M=s_0+b_0. \tag{1}$$

*Remark on the mean field.* In a finite system with random partners, $s$ fluctuates. With $b=M-s$, both $\langle b(1-s)\rangle$ and $\langle s(1-b)\rangle$ exceed the products of the means by $\mathrm{Var}(s)$. The mean flow thus acquires the extra term $(k_1-k_2)\mathrm{Var}(s)$, and the variance is of order $1/N$ for $N$ sites per layer. For $k_1=2$, $k_2=0.3$, $\tau=0.7$, $s_0=0.2$ and $b_0=0.8$, the deviation from (1) fell from $7.12\times10^{-4}$ at $N=100$ to $3.55\times10^{-4}$ at $N=200$, in units of layer fraction.

**Theorem 1 (exchange during one layer time)**

Define
$$G_0=k_1(1+b_0-s_0)+k_2(1-b_0+s_0),$$
$$\Gamma=\sqrt{(k_1-k_2)^2(1-M)^2+4k_1k_2}.$$
Then
$$\boxed{\Delta(\tau)=\frac{2J_0}{G_0+\Gamma\coth(\Gamma\tau/2)}} \tag{2}$$
and, with $\Delta_\infty=2J_0/(G_0+\Gamma)$,
$$|\Delta|\le|J_0|\tau,\qquad 0\le1-\frac{\Delta}{\Delta_\infty}\le\frac{2}{1+e^{\Gamma\tau}}\quad(J_0\ne0). \tag{3}$$

The first bound controls frozen incorporation, the second the approach to two-layer equilibrium. The second error is relative to the full equilibrium gain.

*Lemma 1.* With $a=k_1-k_2$, one has $G_0^2-4aJ_0=\Gamma^2$.

*Proof.* Put $K=k_1+k_2$ and $d=b_0-s_0$. Collecting terms gives $G_0=K+ad$. Expanding the flow gives
$$J_0=k_1b_0-k_2s_0-as_0b_0=\tfrac12(Kd+aM)-as_0b_0.$$
Therefore
$$G_0^2-4aJ_0=K^2+2aKd+a^2d^2-2aKd-2a^2M+4a^2s_0b_0.$$
The terms in $Kd$ cancel, and $d^2+4s_0b_0=M^2$. What remains is
$$K^2+a^2(M^2-2M)=K^2-a^2+a^2(1-M)^2,$$
and $K^2-a^2=4k_1k_2$. ∎

*Proof of the theorem.* Insert $s=s_0+\Delta$ and $b=b_0-\Delta$ into (1). The two products are
$$(b_0-\Delta)(1-s_0-\Delta)=b_0(1-s_0)-(1+b_0-s_0)\Delta+\Delta^2,$$
$$(s_0+\Delta)(1-b_0+\Delta)=s_0(1-b_0)+(1-b_0+s_0)\Delta+\Delta^2.$$
Multiplying by $k_1$ and $k_2$ and subtracting,
$$\dot\Delta=J_0-G_0\Delta+a\Delta^2,\qquad\Delta(0)=0. \tag{4}$$

If $J_0=0$, the solution is $\Delta=0$, in agreement with (2). Otherwise set $D=2J_0/\Delta$. Then
$$\dot D=-\frac{2J_0}{\Delta^2}\dot\Delta=-\tfrac12D^2+G_0D-2aJ_0.$$
Completing the square and using Lemma 1,
$$\dot D=-\tfrac12\left[(D-G_0)^2-\Gamma^2\right].$$
With $D=G_0+\Gamma w$ this becomes $\dot w=-\tfrac12\Gamma(w^2-1)$. At short times $\Delta\simeq J_0t$, so $D\to+\infty$. The solution with this behaviour is $w=\coth(\Gamma t/2)$, which gives (2). Since $|b_0-s_0|\le1$ and both rates are positive, $G_0>0$; the denominator cannot vanish. The right side of (4) is a polynomial, so the solution is unique. The case $k_1=k_2$ needs no separate treatment.

For the first bound, $\tanh x\le x$ for $x>0$ implies $\Gamma\coth(\Gamma\tau/2)\ge2/\tau$. The denominator in (2) is then at least $2/\tau$. For the second,
$$1-\frac{\Delta}{\Delta_\infty}=\frac{\Gamma[\coth(\Gamma\tau/2)-1]}{G_0+\Gamma\coth(\Gamma\tau/2)}\le1-\tanh\frac{\Gamma\tau}{2}=\frac{2}{1+e^{\Gamma\tau}},$$
where dropping the positive $G_0$ enlarges the fraction. ∎

As $\tau$ grows, $\coth(\Gamma\tau/2)$ decreases, so $|\Delta|$ rises steadily from zero to $|\Delta_\infty|$ when $J_0\ne0$. In this sense the model interpolates between the two limits.

**The equilibrium that is reached**

At long times the flow in (1) vanishes:
$$\frac{s(1-b)}{b(1-s)}=\frac{k_1}{k_2}=e^{E_s/k_BT}. \tag{5}$$
This is also the minimum of the free energy of the isolated pair of layers. Let $h(x)=x\ln x+(1-x)\ln(1-x)$. Per surface site, up to a constant,
$$F(s)=-E_ss+k_BT[h(s)+h(M-s)].$$
Because $h'(x)=\ln[x/(1-x)]$, the condition $F'(s)=0$ is (5). Because $h''(x)=1/[x(1-x)]>0$, the minimum is unique. Deeper layers take no part in this equilibrium.

The rate at which small deviations decay is minus the slope of (4) at $\Delta_\infty$. Lemma 1 gives $4aJ_0=(G_0-\Gamma)(G_0+\Gamma)$, hence $2a\Delta_\infty=G_0-\Gamma$. The slope is $-G_0+2a\Delta_\infty=-\Gamma$, so $\Gamma$ is the relaxation rate. It equals $k_1+k_2$ for $M\to0$ and falls to its minimum $2\sqrt{k_1k_2}$ at $M=1$.

The minimum has a direct reading. If the pair starts at its equilibrium composition, then $J_0=0$ and $\Gamma=G_0$. For $M=1$, where $b=1-s$, this is $2k_1(1-s)+2k_2s$. When $k_1\gg k_2$, the surface is nearly full of A, and few B atoms remain there to take part in the fast swap. When $\Gamma\tau\gg1$, the gain comes close to $\Delta_\infty$ within one layer time, by (3). The ratio in (5) can need longer when $k_1\gg k_2$: a dilute pair starting from $s_0=0$ has $s/b=k_1(1-e^{-\Gamma\tau})/(k_2+k_1e^{-\Gamma\tau})$, which approaches $k_1/k_2$ only when $e^{\Gamma\tau}\gg k_1/k_2$. With $k_1\tau\gg1$ alone, a pair with $M$ near 1 can still be far from satisfying (5), even if most of the surface gain has already been made.

**Theorem 2 (growth and its steady state)**

Let layer $n$ arrive with composition $c_n$, and let $S_n$ be its A fraction after exchange. Then
$$S_n=c_n+\Delta(c_n,S_{n-1}),\qquad X_{n-1}=c_n+S_{n-1}-S_n, \tag{6}$$
where the arguments of $\Delta$ are $s_0$ and $b_0$, and $X_{n-1}$ is the frozen composition of layer $n-1$. For constant $c_n=c$, the sequence $S_n$ converges to a unique value $S$, whatever the starting surface. The buried composition is then $c$, and $S$ satisfies
$$(S-c)\,\Gamma\coth\frac{\Gamma\tau}{2}=(k_1-k_2)[S(1-S)+c(1-c)],\quad M=S+c. \tag{7}$$

*Proof.* Vary $b_0=S_{n-1}$ at fixed $s_0=c$, and write $u=\partial s/\partial b_0$ and $v=\partial b/\partial b_0$. Conservation gives $u+v=1$, with $u=0$ and $v=1$ initially. Differentiating (1),
$$\dot u=Pv-Qu,\quad P=k_1(1-s)+k_2s,\quad Q=k_1b+k_2(1-b).$$
The fractions stay between 0 and 1, since the flow at each of these boundaries points inward or vanishes. Thus $P$ and $Q$ are positive. Using $u+v=1$,
$$\dot u=P-(P+Q)u,\qquad\dot v=Q-(P+Q)v.$$
If $u$ or $v$ came to zero from above, its derivative there would be positive, which is impossible. Both are therefore positive after $t=0$, and $0<u<1$. The map $S_{n-1}\to S_n$ takes the interval $[0,1]$ into itself with slope $u(\tau)$. This slope is continuous, so its largest value on the interval is below 1. The map is a contraction: it has one fixed point, which attracts every starting value.

At the fixed point, (6) gives $X=c$. Setting $s_0=c$, $b_0=S$ and $\Delta=S-c$ in (2),
$$(S-c)\Gamma\coth(\Gamma\tau/2)=2J_0-(S-c)G_0.$$
On the right, the coefficient of $k_1$ is
$$2S(1-c)-(S-c)(1+S-c)=S(1-S)+c(1-c).$$
The coefficient of $k_2$ is
$$-2c(1-S)-(S-c)(1-S+c)=-[S(1-S)+c(1-c)].$$
This is (7). ∎

*Slow exchange.* Let both $k_1\tau$ and $k_2\tau$ be small. Then $\Gamma\coth(\Gamma\tau/2)\to2/\tau$ and $S\to c$, so to leading order
$$S-c\simeq(k_1-k_2)\tau\,c(1-c). \tag{8}$$

*Fast exchange.* Let $\tau\to\infty$ at fixed rates. The final pair has surface fraction $S$ and lower fraction $c$, and it obeys (5). Hence
$$\frac{S}{1-S}=\frac{c}{1-c}\,e^{E_s/k_BT}. \tag{9}$$
Although only two layers exchange, the steady surface then obeys the usual segregation isotherm relative to the grown bulk.

How long $\tau$ must be is seen for dilute A, where $M\to0$ and $\Gamma=k_1+k_2$. Equation (7) becomes
$$\frac{S}{c}=\frac{k_1+k_2e^{-(k_1+k_2)\tau}}{k_2+k_1e^{-(k_1+k_2)\tau}}.$$
The isotherm value $k_1/k_2$ is reached only when $e^{(k_1+k_2)\tau}\gg k_1/k_2$. This is stricter than a gain close to $\Delta_\infty$. Of the A in the lower layer, the share $[k_2+k_1e^{-(k_1+k_2)\tau}]/(k_1+k_2)$ is left behind, and the unexchanged part $k_1e^{-(k_1+k_2)\tau}$ must be small against $k_2$, which is itself small against $k_1$ when segregation is strong. The same condition governs the ratio $s/b$ of a single dilute pair starting from $s_0=0$.

The order of limits matters. Cooling at fixed $\tau$ leads to $S\to c$. Letting $\tau\to\infty$ first and then cooling leads, by (9), to $S\to1$ for $0<c<1$. In this model, low temperature freezes the composition because growth allows only a finite time.

**Proposition (the tail in a pure B cap)**

Under pure B, $s_0=0$ and $b_0=S_{n-1}$. For small $S_{n-1}$, to leading order, $J_0=k_1S_{n-1}$ and $G_0=\Gamma=k_1+k_2$. Let $y=(k_1+k_2)\tau$ and $p=k_1/(k_1+k_2)$. Since $1+\coth(y/2)=2/(1-e^{-y})$, equation (2) becomes
$$S_n=RS_{n-1},\qquad R=p(1-e^{-y}). \tag{10}$$
The tail decays over $1/\ln(1/R)$ layers. If $2\nu\tau/(e^{2\nu\tau}-1)<E_s/(2E_1+E_s)$, then $R$ has a single maximum as a function of temperature.

*Proof of the maximum.* Let $\beta=1/k_BT$. From $p=1/(1+e^{-\beta E_s})$ follows $d\ln p/d\beta=(1-p)E_s$. The Arrhenius rates give $dy/d\beta=-y[E_1+(1-p)E_s]$. Thus
$$\frac{d\ln R}{d\beta}=(1-p)E_s-\frac{y}{e^y-1}[E_1+(1-p)E_s].$$
It vanishes when
$$\frac{(1-p)E_s}{E_1+(1-p)E_s}=\frac{y}{e^y-1}.$$
On heating, $1-p$ rises from 0 to $1/2$, so the left side rises from 0 to $E_s/(2E_1+E_s)$. Meanwhile $y$ rises from 0 to $2\nu\tau$, so the right side falls from 1 to $2\nu\tau/(e^{2\nu\tau}-1)$. Under the stated condition they cross once. Below the crossing $R$ increases with temperature; above it $R$ decreases. ∎

Heating first removes the kinetic limit and then weakens the preference for the surface. Within this model, and under the stated condition on $\nu\tau$, the dilute ratio $R$ is therefore not a monotone function of growth temperature.

**Worked example**

Take a model alloy with $E_1=1.6$ eV, $E_2=1.8$ eV, $\nu=10^{13}\ \mathrm{s^{-1}}$, $\tau=1$ s and $c=0.2$. The full tables are in the numerical output.

At 500 K, $k_1\tau=7.460\times10^{-4}$ and $k_2\tau=0.072\times10^{-4}$. Equation (8) gives an excess of $7.388\times10^{-4}\times0.2\times0.8=1.18\times10^{-4}$, and repeated integration of (1) gives the same to three digits. The steady surface fraction is 0.2001, while the isotherm would demand 0.963. Incorporation is frozen.

At 650 K, $k_1\tau=3.930$ and $k_2\tau=0.1106$. A dilute pair has $\Gamma\tau=4.04$, but a pair with $M=1$ has only $2\sqrt{3.930\times0.1106}=1.32$. The steady state is $S=0.767$, below the isotherm value 0.899. It can be checked in (7), with $\Gamma\tau=1.325$. The left side is $0.5667\times1.325/\tanh(0.6625)=1.29$; the right side is $3.819\times(0.1789+0.1600)=1.29$. For dilute A at the same temperature, $1-e^{-4.04}=0.982$: each layer time covers 98% of the way to two-layer equilibrium. The steady enrichment $S/c$ is nevertheless only 21.9, against 35.5 from the isotherm, because $k_1\tau e^{-4.04}=0.069$ is not small against $k_2\tau=0.1106$. A single exchange starting from $s_0=0$ gives nearly the same ratio, $s/b=21.5$. The condition $\Gamma\tau=1$ is met at 620 K in the dilute limit and at 644 K for $M=1$.

At 800 K, $k_1/k_2=832.6/45.76=18.2$. Equation (9) gives $S/(1-S)=0.25\times18.2=4.55$, so $S=0.820$, equal to the steady state found from (7). At 1000 K it has dropped to 0.718. The largest steady $S$, 0.881, occurs at 680 K. The largest $R$, 0.970, occurs at 665 K and corresponds to a decay length of 33 layers.

Now grow 20 alloy layers on a pure B substrate and cover them with pure B. At 500 K the profile is nearly abrupt: layer 20 keeps 0.200, and layer 21 contains 0.00015. At 650 K the first alloy layer keeps only 0.027; layer 5 has 0.160 and layer 10 has 0.198. Most of the missing A has built up the surface population; a little has entered the substrate. At the other interface, A equivalent to 0.643 of a full layer is carried above layer 20; at 800 K the amount is 0.704.

The cap profile is not a single exponential. At 800 K, exchange is essentially complete in each layer time, and (5) gives, with $r=k_1/k_2$,
$$\frac{s}{b}=r-(r-1)s.$$
For $s=0.704$ the ratio is $18.2-17.2\times0.704=6.1$, whereas it tends to 18.2 for small $s$. A crowded surface thus loses a larger share of its A per layer. The frozen fraction first falls quickly, from 0.116 in layer 20 to 0.083 in layer 21, and later more slowly, to 0.022 in layer 30. The law (10) describes the dilute end of this tail, which lies further out: at layer 30 the surface still holds about 0.3, and the local decay length is about 10 layers, against 18.7 from (10).

**Where the result fails**

Attraction or repulsion between A atoms makes the rates depend on composition, and (4) is then no longer quadratic with constant coefficients. Slow lateral mixing invalidates the products in (1). The freezing at low temperature rests on a single exchange barrier; a route with a lower barrier, such as exchange at a passing step edge, can keep segregation active where this model predicts abrupt profiles. Desorption, excluded here, removes surface A at high temperature. If deeper layers exchange within $\tau$, freezing after one covering is wrong, and profiles calculated at high temperature must be read with this restriction. Irregular step spacing or island growth gives a distribution of exposure times; $\Delta$ must then be evaluated for each exposure time, since it is not linear in $\tau$. Finally, the last layer stays uncovered after growth ends, so its composition also depends on how the crystal is cooled.

## Numbers as computed

```
E1 = 1.6 eV, E2 = 1.8 eV, Es = 0.2 eV
nu = 1e+13 1/s, tau = 1.0 s, deposited c = 0.2
largest error of Delta formula: 2.7e-13
largest error of steady state: 1.0e-13
master equation minus mean field, N=100: 7.12e-04
master equation minus mean field, N=200: 3.55e-04
T (K), k1*tau, k2*tau, dilute ratio R
  500  7.460e-04  7.191e-06   0.00075
  550  2.182e-02  3.208e-04   0.02158
  600  3.636e-01  7.597e-03   0.30373
  650  3.930e+00  1.106e-01   0.95553
  700  3.023e+01  1.098e+00   0.96496
  800  8.326e+02  4.576e+01   0.94790
 1000  8.637e+04  8.480e+03   0.91059
T (K), steady S, isotherm S, Gamma*tau at steady S
  500   0.20012   0.96287  4.667e-04
  550   0.20346   0.94446  1.387e-02
  600   0.26270   0.92286  2.182e-01
  650   0.76666   0.89883  1.325e+00
  700   0.87317   0.87317  1.172e+01
  800   0.81978   0.81978  3.907e+02
 1000   0.71801   0.71801  5.450e+04
500 K steady excess S-c, grown: 1.1823e-04
500 K steady excess, first order: 1.1820e-04
Gamma*tau = 1, dilute pair: T = 619.8 K
Gamma*tau = 1, pair with M = 1: T = 644.1 K
650 K: Gamma*tau dilute 4.041, M=1 1.318
largest R = 0.9700 at T = 664.8 K
decay length there: 32.80 layers
largest steady S = 0.8812 at T = 680.0 K
frozen A fraction: layer, 500 K, 650 K, 800 K
    0   0.00000   0.00646   0.01252
    1   0.19988   0.02669   0.02971
    2   0.20000   0.05780   0.05304
    3   0.20000   0.09583   0.08289
    5   0.20000   0.16002   0.14712
   10   0.20000   0.19847   0.19810
   19   0.20000   0.20000   0.20000
   20   0.19997   0.12383   0.11566
   21   0.00015   0.08530   0.08274
   22   0.00000   0.06420   0.06459
   23   0.00000   0.05093   0.05288
   25   0.00000   0.03522   0.03841
   30   0.00000   0.01841   0.02152
A carried above layer 20, in full layers:
        0.00015   0.64283   0.70411
```
